# Cubic hexagonal warping and out-of-plane spin of C3v surface states

Whoever builds a surface Hamiltonian for transport, scattering or spin-resolved spectra has to decide whether the linear Dirac term is enough. It gives circular contours with the pseudospin of the doublet lying in the surface plane. For a time-reversal-symmetric doublet with $j_z=\pm\tfrac12$ on a surface with a threefold axis and mirror planes, the neglected out-of-plane pseudospin at small $k$ has amplitude $\lambda k^2/|v|$, where $v$ is the Dirac velocity and $\lambda$ the coefficient of the cubic warping term; the true spin contains a further term of the same order in $k$. A second decision follows: $\lambda$ cannot be fitted to band energies alone, because its value depends on the basis chosen for the doublet.

## Result and conventions

Atomic units are used in the algebra. The axis $z$ is the surface normal, and $x$ is perpendicular to a mirror plane, so the mirror maps $k_x\to-k_x$. The angle $\theta$ is measured from $k_x$, and $k_\pm=k_x\pm ik_y=ke^{\pm i\theta}$. At $k=0$ there is an isolated Kramers doublet with $j_z=\pm\tfrac12$ under the threefold rotation. Its Pauli matrices are $\boldsymbol\sigma$. Time reversal is unbroken. Through third order in $k$,

$$H=E_0(k)+v(1+\alpha k^2)(k_x\sigma_y-k_y\sigma_x)+\frac{\lambda}{2}(k_+^3+k_-^3)\sigma_z ,\tag{1}$$

with $E_0=\varepsilon_0+k^2/2m$. Since $k_+^3+k_-^3=2k^3\cos3\theta$, the last term is $\lambda k^3\cos3\theta\,\sigma_z=\lambda(k_x^3-3k_xk_y^2)\sigma_z$. The factor $\tfrac12$ matters when coefficients are exchanged between codes.

Symmetry fixes the form of (1), not the numbers in it. Nor does (1) prove that a surface is topological: an ordinary Rashba band has the same local expansion. The bulk topology supplies the unpaired cone; the local symmetry then shapes it.

## Derivation from the symmetry group

Write the general Hermitian matrix as

$$H=f_0+f_z\sigma_z+g\sigma_++g^*\sigma_-,\qquad \sigma_\pm=\sigma_x\pm i\sigma_y .$$

If the in-plane part is $d_x\sigma_x+d_y\sigma_y$, comparing coefficients gives $d_x=2\,\mathrm{Re}\,g$ and $d_y=-2\,\mathrm{Im}\,g$, that is, $g=(d_x-id_y)/2$.

**Time reversal.** With $\Theta=-i\sigma_yK$, where $K$ is complex conjugation, $\Theta\boldsymbol\sigma\Theta^{-1}=-\boldsymbol\sigma$. The condition $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$ makes $f_0$ even in $\mathbf k$, and $f_z$ and $g$ odd. A constant mass term $\sigma_z$ is therefore forbidden.

**Threefold rotation.** The rotation by $2\pi/3$ is $C=e^{-i\pi\sigma_z/3}$. Because $\sigma_+$ takes spin down to spin up, $C\sigma_+C^\dagger=e^{-2\pi i/3}\sigma_+$, while $\sigma_z$ is unchanged. The condition $CH(\mathbf k)C^\dagger=H(R\mathbf k)$ gives

$$f_0(R\mathbf k)=f_0(\mathbf k),\quad f_z(R\mathbf k)=f_z(\mathbf k),\quad g(R\mathbf k)=e^{-2\pi i/3}g(\mathbf k).$$

A monomial $k_+^mk_-^n$ acquires the phase $e^{2\pi i(m-n)/3}$. Thus $f_0$ and $f_z$ need $m-n\equiv0$, and $g$ needs $m-n\equiv-1$, modulo 3. This leaves:

- In $f_0$, even orders: a constant and $k_+k_-=k^2$.
- In $g$, odd orders: $k_-$ at first order and $k_+k_-^2=k^2k_-$ at third.
- In $f_z$, odd orders: nothing at first order; $k_+^3$ and $k_-^3$ at third.

**Mirror.** With $M=-i\sigma_x$, $\sigma_x$ is kept while $\sigma_y$ and $\sigma_z$ change sign, as befits an axial vector. The momenta obey $k_\pm\to-k_\mp$. Hence $f_z(M\mathbf k)=-f_z(\mathbf k)$ and $g(M\mathbf k)=g^*(\mathbf k)$.

For $g=ck_-$ the last condition reads $-ck_+=c^*k_+$, so $c$ is imaginary. Setting $c=-iv/2$ gives $g=-\tfrac{v}{2}(k_y+ik_x)$, hence $d_x=-vk_y$ and $d_y=vk_x$: the helical term in (1). A real $c$ would give $k_x\sigma_x+k_y\sigma_y$, which the mirror excludes. The factor $k^2$ is invariant, so the third-order term has the same form and is absorbed in $\alpha$.

For $f_z=bk_+^3+b^*k_-^3$, reality is already built in. The mirror requires

$$-(bk_-^3+b^*k_+^3)=-(bk_+^3+b^*k_-^3),$$

so $b$ is real. Writing $b=\lambda/2$ completes (1).

A numerical solution of the symmetry conditions, made without this classification, finds 1, 1, 1, 2, 1 and 3 independent terms at orders zero to five. The two at third order are the $k^2$ correction to $v$ and the warping term.

The representation matters. For a doublet with $j_z=\pm\tfrac32$, $C$ is $-1$ times the unit matrix. All three Pauli coefficients then need $m-n\equiv0$, the linear term vanishes, and (1) does not apply.

## Energies and the alternating spin

Put $v_k=v(1+\alpha k^2)$ and write $H=E_0+\mathbf d\cdot\boldsymbol\sigma$, with

$$\mathbf d=(-v_kk_y,\;v_kk_x,\;\lambda k^3\cos3\theta).$$

Different Pauli matrices anticommute, so $(\mathbf d\cdot\boldsymbol\sigma)^2=|\mathbf d|^2$. The branches $s=\pm1$ have energies

$$E_s=E_0+s\sqrt{v_k^2k^2+\lambda^2k^6\cos^23\theta}.\tag{2}$$

The projector on branch $s$ is $P_s=\tfrac12(1+s\,\mathbf d\cdot\boldsymbol\sigma/|\mathbf d|)$. From $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ one gets $\langle\boldsymbol\sigma\rangle_s=\mathrm{Tr}(P_s\boldsymbol\sigma)=s\,\mathbf d/|\mathbf d|$, and therefore

$$\langle\sigma_z\rangle_s=\frac{s\lambda k^3\cos3\theta}{\sqrt{v_k^2k^2+\lambda^2k^6\cos^23\theta}}=\frac{\lambda k^3\cos3\theta}{E-E_0(k)} .\tag{3}$$

The second form holds on a contour at energy $E$ and carries the branch sign automatically. For small $k$, (3) becomes $s(\lambda k^2/|v|)\cos3\theta$: the tilt vanishes quadratically at the Dirac point.

For $\lambda\ne0$ the sign follows $\cos3\theta$. Around a contour enclosing $k=0$ it changes six times, at $\theta=30^\circ+60^\circ n$. These directions lie in the mirror planes. A nondegenerate state there is a mirror eigenstate, and the mirror reverses $\sigma_z$, so its expectation value equals its own negative and vanishes.

The alternation also follows without expansion. The threefold axis gives equal values at $\theta$ and $\theta-120^\circ$, and time reversal gives opposite values at $\theta$ and $\theta+180^\circ$. Combining them, the values at $\theta$ and $\theta+60^\circ$ are opposite. With a sixfold axis, a twofold rotation would also send $\mathbf k$ to $-\mathbf k$ but keep $\sigma_z$. Together with time reversal this forces $\langle\sigma_z\rangle=0$. A sixfold axis thus excludes the effect, although the energy contour of the threefold surface already looks sixfold.

## What $\lambda$ means depends on the basis

A $k$-dependent change of basis that respects every symmetry is

$$U=e^{-i\eta\,\mathbf f\cdot\boldsymbol\sigma/2},\qquad \mathbf f=k^2(\cos2\theta,\,-\sin2\theta,\,0).$$

Its generator has $(f_x-if_y)/2=k_+^2/2$, which meets the rotation and mirror conditions on $g$. Being even in $\mathbf k$, it also gives $\Theta U(\mathbf k)\Theta^{-1}=U(-\mathbf k)$, since $\Theta$ reverses both $i$ and $\boldsymbol\sigma$. The commutator of Pauli matrices shows that $U$ rotates $\mathbf d$ into $\mathbf d+\eta\,\mathbf f\times\mathbf d+\dots$. For the linear helical field,

$$(\mathbf f\times\mathbf d)_z=f_xd_y-f_yd_x=vk^3(\cos2\theta\cos\theta-\sin2\theta\sin\theta)=vk^3\cos3\theta .$$

Thus $\lambda\to\lambda+\eta v$, while the energies cannot change. Even a perfectly isotropic cone can be written with a nonzero $\lambda$.

The compensation sits in the fifth-order terms. There $g$ also admits $k_+^5$, because $5\equiv-1$ modulo 3. The mirror makes its coefficient imaginary. Writing it as $-iw/2$ gives the in-plane field $wk^5(\sin5\theta,\cos5\theta)$, whose component along the tangent $(-\sin\theta,\cos\theta)$ is $wk^5\cos6\theta$. For $v>0$, expanding $|\mathbf d|$ and using $\cos^23\theta=(1+\cos6\theta)/2$ gives the leading angular part

$$|\mathbf d|_{\rm angular}=\left(w+\frac{\lambda^2}{4v}\right)k^5\cos6\theta .\tag{4}$$

For $v<0$ the coefficient is $-w+\lambda^2/(4|v|)$. Both contributions are of the same order, so energies determine only their combination, which can have either sign. Contour shapes computed from (1) belong to the model with $w=0$.

The physical spin removes the ambiguity. Let $\Sigma_z$ be the true spin operator in units of $\hbar/2$, projected on the doublet. It has the symmetry of $\sigma_z$, but may depend on $\mathbf k$. Time reversal makes its Pauli coefficients even, the rotation permits $k_+^2$ in the coefficient of $\sigma_+$, and the sign change under the mirror makes that coefficient imaginary. The terms needed at second order are

$$\Sigma_z=\gamma\sigma_z+\chi\left[2k_xk_y\sigma_x+(k_x^2-k_y^2)\sigma_y\right]+\dots$$

The part of $\Sigma_z$ proportional to the unit matrix is odd in $\mathbf k$ by time reversal and needs $m-n\equiv0$, so it has no linear term and starts as $k^3\cos3\theta$; it corrects the result at third order. A $k^2$ correction to $\gamma$ enters only at fourth order. At leading order the in-plane pseudospin is $s\,\mathrm{sgn}(v)(-\sin\theta,\cos\theta)$. The bracket then contributes $k^2(\cos2\theta\cos\theta-\sin2\theta\sin\theta)$, so

$$\langle\Sigma_z\rangle_s=s\,\mathrm{sgn}(v)\left(\frac{\gamma\lambda}{v}+\chi\right)k^2\cos3\theta .\tag{5}$$

The pattern survives; the amplitude has two parts of equal order. The basis change shifts $\lambda/v$ by $\eta$. It also turns $\gamma\sigma_z$ into $\gamma\sigma_z+\gamma\eta(\mathbf f\times\hat{\mathbf z})\cdot\boldsymbol\sigma$, and $\mathbf f\times\hat{\mathbf z}=(f_y,-f_x,0)$, so $\chi$ shifts by $-\gamma\eta$. The sum in (5) is invariant, as a measurable quantity must be.

### A microscopic check

A lattice model tests this without assuming (1). A triangular layer of p orbitals with atomic spin-orbit coupling sits above a layer of s orbitals placed under hollow sites. The lattice constant is 4.0 Å, with $x$ along a nearest-neighbour bond; the three s neighbours of a p site lie 3.2 Å lower, in the directions $90^\circ$, $210^\circ$ and $330^\circ$. The s level is at $-2.0$ eV relative to the p level, the hoppings are $-0.2$ eV (s-s), $0.8$ eV times the unit vector from the p site to the s site (s-p), $0.5$ eV (pp$\sigma$) and $-0.1$ eV (pp$\pi$), and the spin-orbit term is $\xi\,\mathbf L\cdot\boldsymbol\sigma/2$ with $\xi=2.0$ eV. These values represent no material, and the other hollow site reverses the signs of $\lambda$ and of the out-of-plane spin. The lowest doublet is an ordinary Rashba band with the required local symmetry. At each $\mathbf k$, the basis at $k=0$ was projected onto the two lowest states and orthonormalized symmetrically, which fixes the basis.

The resulting effective field is helical in the plane, and its $z$ component varies as $\cos3\theta$, with a power of $k$ of 3.0001 obtained from the amplitudes at two small momenta. The true spin has the same angular form with power 1.9999. The coefficients are $v=-0.3044$ eV Å, $\lambda=-0.0767$ eV Å$^3$ and $\gamma=0.951$. For the lower branch, $s=-1$, the pseudospin part of (5) alone gives

$$-\frac{\gamma\lambda}{|v|}=\frac{0.951\times0.0767}{0.3044}\approx0.240\ \text{Å}^2 .$$

The true amplitude divided by $k^2$ is 0.322 Å$^2$. The difference, 0.083 Å$^2$, is the $\chi$ contribution in this basis. Omitting it underestimates the spin by 26% of the true value. In a control with a sixfold axis, the largest out-of-plane spin is $5.5\times10^{-13}$, zero within rounding, while the helical splitting remains.

## Shape of the contour in the minimal model

Now take $E_0=0$, $\alpha=0$, $w=0$ and $v,\lambda>0$, and identify $\boldsymbol\sigma$ with the spin direction. Define $\ell=\sqrt{\lambda/v}$, $E^*=v/\ell$, $u=(k\ell)^2$ and $e=E/E^*$. Then $vk=E^*\sqrt u$ and $\lambda k^3=E^*u^{3/2}$. Squaring (2) gives

$$u+cu^3=e^2,\qquad c=\cos^23\theta .\tag{6}$$

The left side increases with $u$, so there is one radius per angle. Inserting $u=A\sinh y$ with $A^2=4/(3c)$ and using $\sinh3y=3\sinh y+4\sinh^3y$ turns (6) into $(A/3)\sinh3y=e^2$. Hence, for $c>0$,

$$u=\frac{2}{\sqrt{3c}}\sinh\left[\frac13\,\mathrm{arsinh}\left(\frac{3\sqrt{3c}}{2}e^2\right)\right],$$

and $u=e^2$ at $c=0$. The radius is smallest where the spin tilt is largest.

Dents appear when the contour stops being convex. For a polar curve $r(\theta)$ the curvature has the sign of $r^2+2r'^2-rr''$. With $r=1/q$ this equals $(q+q'')/q^3$, so convexity requires $q+q''\ge0$.

Set $t=\sin^23\theta$, so that $c=1-t$. Differentiating (6) with respect to $t$ gives $u_t=u^3/[1+3u^2(1-t)]$. In units of $\ell$, $q=u^{-1/2}$ and $q_t=-q\,u_t/(2u)$. Near $\theta=0$, $t=9\theta^2-27\theta^4+\dots$, hence $q''=18q_t$ and

$$\frac{q+q''}{q}\bigg|_{\theta=0}=1-\frac{9u^2}{1+3u^2}=\frac{1-6u^2}{1+3u^2}.$$

This vanishes at $u^2=1/6$. Equation (6) with $c=1$, and (3) in the form $\langle\sigma_z\rangle=u^{3/2}/e=u/\sqrt{1+u^2}$, then give

$$E_c=\frac{\sqrt7}{6^{3/4}}E^*\approx0.690\,E^*,\qquad |\langle\sigma_z\rangle|=\frac1{\sqrt7}.\tag{7}$$

To see whether neighbouring angles fail earlier, go one order further at $u^2=1/6$. There $u_t=u/9$, and a second differentiation gives

$$\tfrac32u_{tt}=6u^2u_t-6uu_t^2=\tfrac{8}{81}u,\qquad u_{tt}=\tfrac{16}{243}u .$$

Thus $q_{tt}/q=\tfrac34(u_t/u)^2-\tfrac12u_{tt}/u=-23/972$. Substituting $t(\theta)$ yields $q/q_0=1-\tfrac12\theta^2+\tfrac{13}{24}\theta^4+\dots$, where $q_0=q(0)$, and so $q+q''=6q_0\theta^2+\dots$. The curvature nearby is still positive, and $\theta=0$ is a local minimum. A numerical scan of a full $60^\circ$ sector places the loss of convexity at 0.13805 eV for the parameters below, against 0.13803 eV from (7).

## Worked numbers

The round parameters $v=2$ eV Å and $\lambda=200$ eV Å$^3$ represent no particular material. They give $\ell=\sqrt{200/2}=10$ Å and $E^*=2/10=0.2$ eV. The threshold is $E_c=0.138$ eV (0.00507 hartree), with radius 0.0639 Å$^{-1}$ (0.0338 bohr$^{-1}$) at $\theta=0$.

At $E=0.10$ eV the contour is convex. In the mirror directions $k=E/v=0.0500$ Å$^{-1}$; at $\theta=0$ it is 0.04866 Å$^{-1}$, smaller by 2.7%. Equation (3) gives

$$\langle\sigma_z\rangle=\frac{200\times(0.04866)^3}{0.10}=0.230,$$

a tilt of $13.3^\circ$ out of the plane. At $0^\circ$, $30^\circ$, $60^\circ$ and $120^\circ$ the values are $+0.230$, 0, $-0.230$ and $+0.230$.

At $E=0.18$ eV the contour is dented. The two radii are 0.0900 and 0.0773 Å$^{-1}$, a reduction of 14%, and the largest $\langle\sigma_z\rangle$ is 0.513, a tilt of $30.8^\circ$. The small-$k$ estimate with a circular contour, $\lambda(E/v)^2/v$, would give 0.25 and 0.81 at the two energies. It exceeds the model values by 9% and 58%, so at the higher energy (3) must be evaluated on the warped contour.

The angular profile is also not a pure cosine. At $15^\circ$ and 0.10 eV the value is 0.169, or 0.735 of the maximum, whereas $\cos45^\circ=0.707$. The contour radius is larger there, and (3) contains $k^3$. The numerical output lists further angles.

## Use in a calculation

1. Put $x$ perpendicular to a mirror plane. Reversing both $x$ and $y$ leaves the helical term unchanged but reverses $\lambda$, so the chosen direction of $x$ must be recorded. If $y$ is the mirror normal instead, $\cos3\theta$ becomes $\pm\sin3\theta$.
2. Construct the doublet basis by a stated rule, and project both the Hamiltonian and the spin operator into it. For a spin-resolved quantity at small $k$, use the combination in (5).
3. If only energies are available, report the sixth harmonic in (4), not a value of $\lambda$. If $\lambda$ is fitted to energies with $w=0$, the predicted spin is a model assumption: the fit gives only $\lambda^2$, not the sign of the lobes, and it has no real solution when the sixth harmonic of $|\mathbf d|$ is negative, as it is in the lattice model above.
4. Check that the contour lies where the expansion converges and the doublet is isolated. For $\alpha=0$, formula (3) tends to $\pm1$ at large $k$ away from its zeros. For $\alpha\ne0$ the in-plane field also grows as $k^3$, and the limit is smaller in magnitude. Either limit belongs to the truncated model.
5. Do not use (1) unchanged with magnetic order or a magnetic field, which break time reversal, can permit a constant $\sigma_z$ term when the mirror is also broken, and can destroy the equal and opposite lobes. Strain that breaks the threefold axis permits a term $k_x\sigma_z$ even when the mirror survives, and the out-of-plane spin of a branch then need not vanish as $k\to0$; its limit depends on the direction of $\mathbf k$.

## Table of computed values

```
Allowed terms at orders 0 to 5: 1 1 1 2 1 3
Lattice constant: 4.0 angstrom
Lattice layer height: 3.2 angstrom
Lattice s level, s-s, s-p: -2.0, -0.2, 0.8 eV
Lattice pp-sigma, pp-pi: 0.5, -0.1 eV
Lattice spin-orbit strength: 2.0 eV
Lattice test momenta: 0.0025, 0.0050 1/angstrom
Lattice effective v: -0.30437 eV angstrom
Lattice effective lambda: -0.07666 eV angstrom^3
Lattice power of k in sigma_z field: 3.0001
Lattice power of k in true spin: 1.9999
Lattice spin factor at k=0: 0.95139
True spin amplitude / k^2: 0.32249 angstrom^2
Pseudospin estimate / k^2: 0.23962 angstrom^2
Sixfold control, largest true spin: 5.5e-13
Model v: 2.0 eV angstrom
Model lambda: 200.0 eV angstrom^3
Warping length: 10.000 angstrom
Warping energy: 0.2000 eV
Convexity lost, formula: 0.13803 eV
Convexity lost, numerical contour: 0.13805 eV
Convexity lost, converted: 0.005072 hartree
Radius there at 0 deg: 0.06389 1/angstrom
Radius there, converted: 0.03381 1/bohr
Spin sigma_z there at 0 deg: 0.37796
E=0.10 eV: k(0 deg)=0.04866 1/angstrom
E=0.10 eV: k(30 deg)=0.05000 1/angstrom
E=0.10 eV: largest spin tilt=13.32 deg
E=0.10 eV,   0 deg: sigma_z=+0.23037
E=0.10 eV,  15 deg: sigma_z=+0.16924
E=0.10 eV,  30 deg: sigma_z=+0.00000
E=0.10 eV,  45 deg: sigma_z=-0.16924
E=0.10 eV,  60 deg: sigma_z=-0.23037
E=0.10 eV, 120 deg: sigma_z=+0.23037
E=0.10 eV, 180 deg: sigma_z=-0.23037
E=0.18 eV: k(0 deg)=0.07727 1/angstrom
E=0.18 eV: k(30 deg)=0.09000 1/angstrom
E=0.18 eV: largest spin tilt=30.84 deg
E=0.18 eV,   0 deg: sigma_z=+0.51267
E=0.18 eV,  15 deg: sigma_z=+0.42489
E=0.18 eV,  30 deg: sigma_z=+0.00000
E=0.18 eV,  45 deg: sigma_z=-0.42489
E=0.18 eV,  60 deg: sigma_z=-0.51267
E=0.18 eV, 120 deg: sigma_z=+0.51267
E=0.18 eV, 180 deg: sigma_z=-0.51267
```
